# Wannier centres of attractive and repulsive delta combs

## The situation

An electron moves along a line of equally spaced, very narrow scatterers. If they attract, it is natural to picture the lowest-band state of one cell as an orbital sitting on a scatterer. If they repel, one pictures it between two of them. Yet the lattice and its inversion symmetry are the same in both cases, and for weak scatterers the two lowest bands are nearly the same too. What moves the centre by half a period when the sign of the potential changes?

The Hamiltonian, in Hartree atomic units, is

$$H=-\frac12\frac{d^2}{dx^2}+g\sum_n\delta(x-na),\qquad g\neq0 .$$

Integrating $H\psi=E\psi$ across a delta gives $\psi'(0^+)-\psi'(0^-)=2g\,\psi(0)$. Bloch states are $\psi_k=e^{ikx}u_k$, normalised over one cell, with $\psi_{k+2\pi/a}=\psi_k$. The origin is on a delta unless stated otherwise.

## From the centre to a phase

The Wannier function is $W(x)=\frac{a}{2\pi}\int\psi_k\,dk$ over the Brillouin zone, with phases chosen smooth and periodic in $k$. Since $x\,e^{ikx}=-i\,\partial_k e^{ikx}$, integration by parts gives

$$xW=\frac{a}{2\pi}\int e^{ikx}\,i\partial_k u_k\,dk ,$$

the boundary term vanishing because $\psi_k$ is periodic in $k$. The function $e^{ikx}\,i\partial_ku_k$ is itself of Bloch form. Its overlap with $\psi_{k'}$ over the whole line is therefore $\frac{2\pi}{a}\delta(k-k')$ times the one-cell integral, and

$$\bar x=\langle W|x|W\rangle=\frac{a}{2\pi}\gamma,\qquad \gamma=\int_{-\pi/a}^{\pi/a}A(k)\,dk,\qquad A=i\langle u_k|\partial_ku_k\rangle .$$

This $\gamma$ is the Zak phase. A new smooth periodic choice of phases changes it by a multiple of $2\pi$, so $\bar x$ is defined modulo $a$.

## From the phase to two parities

The mirror image of $\psi_k$ is a Bloch state of the same energy at $-k$. For a non-degenerate band,

$$u_{-k}(x)=e^{i\theta(k)}u_k(-x).$$

Differentiate with respect to $k$, multiply by $u_{-k}^*(x)=e^{-i\theta}u_k^*(-x)$ and integrate over a cell:

$$-\langle u_{-k}|(\partial u)_{-k}\rangle=i\theta'(k)+\langle u_k|\partial_ku_k\rangle .$$

Multiplying by $i$ gives $A(k)+A(-k)=\theta'(k)$. Hence

$$\gamma=\int_0^{\pi/a}[A(k)+A(-k)]\,dk=\theta(\pi/a)-\theta(0).$$

At $k=0$ the state is its own partner: $\psi_0(x)=e^{i\theta(0)}\psi_0(-x)=e^{i\theta(0)}p(0)\psi_0(x)$, where $p=\pm1$ is the parity. Thus $e^{i\theta(0)}=p(0)$. The same holds at $k=\pi/a$, because $-\pi/a$ and $\pi/a$ label the same state. Therefore

$$e^{i\gamma}=p(0)\,p(\pi/a).$$

Two contributions remain to be weighed, one from each end of the half-zone.

## Contribution of the zone centre

At $k=0$ the lowest state $\psi$ is the ground state on a ring of length $a$ and can be taken real. Then $|\psi|$ has the same energy and is also a ground state. At a zero of $\psi$ the delta term produces no kink, so $|\psi|$ must have zero slope there. A solution with zero value and zero slope vanishes everywhere. The ground state thus has no node, is non-degenerate, and must be even. For both signs of $g$,

$$p(0)=+1 .$$

With $E=q^2/2$ and $\psi=\cos q(x-a/2)$ on $0<x<a$, the slope at $0^+$ is $q\sin(qa/2)$, and it is opposite at $0^-$. The jump condition gives $q\tan(qa/2)=g$. For $g<0$ the energy is negative; with $q=i\kappa$ this becomes $\kappa\tanh(\kappa a/2)=|g|$.

The zone centre therefore cannot distinguish the two combs.

## Contribution of the zone boundary

At $k=\pi/a$, $\psi(x+a)=-\psi(x)$, and the two parities compete.

**Odd about a delta.** Here $\psi(0)=0$, so the delta has no effect. The lowest such state is $\sin(\pi x/a)$, with

$$E_{\rm odd}=\frac{\pi^2}{2a^2}\quad\text{for every } g .$$

**Even about a delta.** Then $\psi(a-x)=-\psi(-x)=-\psi(x)$, so the state is odd about the midpoint: $\psi=\sin q(a/2-x)$ on $0<x<a$. Its slope at $0^+$ is $-q\cos(qa/2)$, and the jump condition gives

$$-q\cot(qa/2)=g .$$

For $E<0$ this reads $\kappa\coth(\kappa a/2)=|g|$.

At $g=0$ the lowest even state is $\cos(\pi x/a)$, degenerate with the odd one. As $g$ varies, the Hellmann–Feynman theorem gives

$$\frac{dE_{\rm even}}{dg}=|\psi(0)|^2>0 .$$

The inequality is strict: an even state with $\psi(0)=0$ would have no kink, hence zero slope, and would vanish. So $E_{\rm even}$ lies below $E_{\rm odd}$ for all $g<0$ and above it for all $g>0$:

$$p(\pi/a)=\begin{cases}+1,& g<0\\-1,& g>0\end{cases}\qquad\Rightarrow\qquad \gamma=\begin{cases}0,&\bar x=0\\ \pi,&\bar x=a/2.\end{cases}$$

The whole difference comes from the zone boundary. An attractive delta lowers the wave that has weight on it; a repulsive one raises that wave and leaves the one with nodes on the deltas at the top of the lowest band.

The band is non-degenerate at intermediate $k$ as well. If both independent solutions at one energy had Bloch factor $e^{ika}$, translation would multiply their Wronskian by $e^{2ika}$. The Wronskian is the same in every cell, so $e^{2ika}=1$, which excludes $0<k<\pi/a$.

## Contribution of the origin

For $k=0$ or $\pi/a$, reflection about a midpoint gives $\psi(a-x)=e^{ika}\psi(-x)=e^{ika}p\,\psi(x)$. Moving the origin to a midpoint leaves the zone-centre parity alone and reverses the zone-boundary one, so $\gamma$ changes by $\pi$. The deltas now have coordinate $a/2$. For the attractive comb, $\gamma=\pi$ and $\bar x=a/2$, which is again on a delta. The phase depends on the origin; the centre relative to the deltas does not.

## The same answer from the density

Let $y=x-a/2$, $\alpha=qa/2$ and $\varphi=ka/2$, with $0\le k<\pi/a$. Between two deltas write $\psi_k\propto\cos qy+it\sin qy$. The Bloch condition $\psi(y=a/2)=e^{2i\varphi}\psi(y=-a/2)$ reads

$$it\sin\alpha\,(1+e^{2i\varphi})=\cos\alpha\,(e^{2i\varphi}-1)\;\Rightarrow\; t=\frac{\tan\varphi}{\tan\alpha}.$$

The jump condition is $\psi'(-a/2)-e^{-2i\varphi}\psi'(a/2)=2g\,\psi(-a/2)$, with arguments in $y$. Its left side is $2qe^{-i\varphi}(\sin\alpha\cos\varphi-t\cos\alpha\sin\varphi)$. On the right, $\psi(-a/2)=\cos\alpha\,(1-i\tan\varphi)=e^{-i\varphi}\cos\alpha/\cos\varphi$. Dividing both sides by $2qe^{-i\varphi}\sin\alpha\cos\varphi$ and using $t=\tan\varphi/\tan\alpha$,

$$1-t^2=\frac{g}{q\tan\alpha\,\cos^2\varphi}.$$

For real $q$,

$$|\psi_k|^2\propto1-(1-t^2)\sin^2qy .$$

In the lowest band $E$ stays below $E_{\rm odd}$ for $k<\pi/a$: it starts below, and at $q=\pi/a$ the jump condition can be met only with $k=\pi/a$. Hence $\tan\alpha>0$ when $E>0$, and $1-t^2$ has the sign of $g$.

- For $g>0$ each density peaks at the midpoint.
- For $g<0$ and $E>0$ each density peaks on the deltas.
- For $g<0$ and $E<0$, setting $q=i\kappa$ gives $|\psi_k|^2\propto\cosh^2\kappa y+\tau^2\sinh^2\kappa y$ with $\tau=\tan\varphi/\tanh(\kappa a/2)$, which also peaks on the deltas. At $E=0$ the wave is linear in $y$ and the peak is in the same place.

The zone-boundary states found above follow the same pattern. So $\psi_k$ never vanishes at the peak position $x_c$, and its phase can be fixed by $\psi_k(x_c)>0$. Reflection about $x_c$ then turns $\psi_k$ into $\psi_{-k}$, and $W$ is symmetric about $x_c$. This places the centre without using the Zak phase.

## Numbers for one comb

Take $a=4$ bohr and $g=\pm1$ hartree·bohr. The fixed level is $E_{\rm odd}=\pi^2/32=0.3084$ hartree. The other edges are numerical roots of the equations above. The Wannier functions come from diagonalisation in plane waves, with phases carried smoothly from one $k$ to the next.

| | $g=-1$ | $g=+1$ |
|---|---|---|
| zone-centre level (hartree) | −0.5332 | 0.1450 |
| $E_{\rm even}$ (hartree) | −0.4584 | 0.6549 |
| distance of centre from delta (bohr) | 0.000 | 2.000 |
| band density on delta (1/bohr) | 1.012 | 0.053 |
| band density at midpoint (1/bohr) | 0.0325 | 0.408 |

The band density is the average of $|\psi_k|^2$ over $k$; a uniform density would be $1/a=0.25$ per bohr. The cell centred on $\bar x$ holds 98.7% of $|W|^2$ for the attractive comb and 96.2% for the repulsive one. The distance of 2 bohr is 1.058 Å.

The gaps at the zone boundary are

$$0.3084+0.4584=0.767\ \text{hartree}\ (20.9\ \text{eV}),\qquad 0.6549-0.3084=0.346\ \text{hartree}\ (9.43\ \text{eV}).$$

To first order both would be $|g|\,|\psi(0)|^2=2|g|/a=0.5$ hartree, since $|\psi(0)|^2=2/a$ for the normalised cosine. They differ because the slope $|\psi(0)|^2$ changes with $g$: it is 1.100 per bohr at $g=-1$, 0.5 at $g=0$ and 0.233 at $g=+1$. Attraction draws the even wave onto the delta and repulsion pushes it off. At $g=\mp0.01$ the gaps are 0.00502 and 0.00498 hartree, close to the first-order 0.00500. The size of the gap thus goes to zero with $g$, while the centre remains at one of its two positions.

## Where the picture stops

**No gap.** At $g=0$ the two lowest bands touch, and the lowest has no Zak phase of its own. The centre can jump by $a/2$ there because the parities are exchanged at that touching.

**Higher bands.** It would be wrong to conclude that a Wannier centre always sits where the potential is low. At each higher gap an odd level, unaffected by $g$, is paired with an even one, which lies below it for $g<0$. The second attractive band therefore starts with the odd state at $k=\pi/a$ and ends with the even state at $k=0$. Its parity product is $-1$ and its centre is midway between the attractive deltas. The computed phases of bands two and three are $\pi$ for both signs of $g$. The lowest attractive band differs because its bottom, the nodeless state, has no odd partner.

**No inversion symmetry.** Add to each cell a second delta of strength $g/2$ at 1.20 bohr. The relation $\bar x=a\gamma/2\pi$ survives, but the parity rule does not.

- For $g=-1$ the computed phase is $0.0874\pi$, so $\bar x=4\times0.0874/2=0.175$ bohr, displaced towards the second attractor.
- For $g=+1$ it is $-0.7915\pi$, so $\bar x=-1.583$ bohr, equivalent to $2.417$ bohr. This lies in the wider gap between barriers, from 1.20 to 4 bohr, though not at its middle, 2.60 bohr.

Inversion symmetry restricts the centre to two positions. For the lowest band, whose zone-centre state is always even, the order of the two zone-boundary levels selects one of them; for higher bands the zone-centre parity enters as well.
